# Inclusion-exclusion for overlapping fragments: the generalised many-body expansion

Suppose pentane is cut into three overlapping fragments, made of carbons 123, 234 and 345. Adding their energies counts carbon 3 three times and the bond between carbons 2 and 3 twice. Subtracting all pairwise overlaps, 23, 34 and 3, removes the surplus bonds, but it takes carbon 3 away three times, so that nothing of it is left. Cutting the chain into disjoint fragments 12 and 345 avoids double counting but leaves two surplus hydrogen caps, and the total is then wrong by more than one hartree. What is needed is a rule that gives every subsystem energy the right weight for any pattern of overlaps.

## Setting and interactions

Let $U$ be a finite set of units (atoms, groups or molecules). To each subset $S\subseteq U$ belongs a number $E(S)$, the energy of that subsystem.

**Assumption A.** $E(S)$ depends on $S$ alone. Geometry, charge, spin state, caps and surroundings are fixed once $S$ is given, whichever fragments produced $S$.

No pairwise additivity is assumed, and $E(\varnothing)$ need not vanish. Define the interaction of the units in $T$ by
$$\varepsilon(T)=\sum_{R\subseteq T}(-1)^{|T|-|R|}E(R). \tag{1}$$
If $E(\varnothing)=0$, then $\varepsilon(\{a\})=E(\{a\})$ and $\varepsilon(\{a,b\})=E(\{a,b\})-E(\{a\})-E(\{b\})$. One-unit energies are thus included among the "interactions".

**Lemma 1.** For every $S$, $E(S)=\sum_{T\subseteq S}\varepsilon(T)$.

*Proof.* Insert (1) and exchange the sums:
$$\sum_{T\subseteq S}\varepsilon(T)=\sum_{R\subseteq S}E(R)\sum_{R\subseteq T\subseteq S}(-1)^{|T|-|R|}.$$
A set $T$ between $R$ and $S$ is $R$ plus $j$ of the $d=|S|-|R|$ remaining units. The inner sum is therefore $\sum_{j=0}^{d}\binom dj(-1)^j=(1-1)^d$, which is 1 for $d=0$ and 0 otherwise. Only $R=S$ survives. ∎

## The theorem

Let fragments $F_1,\dots,F_M$ cover $U$; they may overlap. For $1\le n\le M$, let $G_1,\dots,G_P$ be the unions of $n$ different fragments, with $P=\binom Mn$. The generalised many-body expansion of order $n$ is
$$E^{(n)}=\sum_{k=1}^{P}(-1)^{k+1}\sum_{I_1<\dots<I_k}E(G_{I_1}\cap\dots\cap G_{I_k}). \tag{2}$$
Call $T$ *covered* if it lies inside at least one group $G_I$.

**Theorem.** Under Assumption A,
$$E^{(n)}=\sum_{T\ \text{covered}}\varepsilon(T),\qquad E^{(n)}-E(U)=-\sum_{T\ \text{not covered}}\varepsilon(T). \tag{3}$$
Each covered interaction is counted once; the others are absent.

*Proof.* Expand each energy in (2) by Lemma 1. The interaction $\varepsilon(T)$ occurs in $E(G_{I_1}\cap\dots\cap G_{I_k})$ precisely when all $k$ groups contain $T$. If $q$ groups contain $T$, there are $\binom qk$ such choices, so the total weight of $\varepsilon(T)$ is
$$N(T)=\sum_{k=1}^{q}(-1)^{k+1}\binom qk=1-\sum_{k=0}^{q}(-1)^k\binom qk=1-(1-1)^q .$$
This is 1 for $q\ge1$ and 0 for $q=0$. The second formula follows by subtracting $E(U)=\sum_{T\subseteq U}\varepsilon(T)$. ∎

The phrase "each interaction is counted once" therefore needs the word "covered". Two consequences tell what is covered. If $|T|\le n$, choose for each unit of $T$ a fragment containing it; at most $n$ fragments are needed, and others can be added to make $n$. Hence every interaction of up to $n$ units is covered. If $n=M$, the one group is $U$, and $E^{(M)}=E(U)$.

The proof uses nothing about the groups except that they are subsets. It also shows where the rule can fail: if the same set $S$ is given different energies in different places, for instance because its charges were fitted to its parent fragment or because the calculation reached another electronic state, Lemma 1 no longer applies to a single function and the cancellation is no longer guaranteed.

## Collected coefficients

Many intersections in (2) coincide. Let $\mathcal L$ be the family of all intersections of one or more groups, and collect equal terms:
$$E^{(n)}=\sum_{S\in\mathcal L}c_S\,E(S),\qquad N(T)=\sum_{S\in\mathcal L,\ S\supseteq T}c_S. \tag{4}$$

**Lemma 2.** The coefficients obey
$$c_S=1-\sum_{S'\in\mathcal L,\ S'\supsetneq S}c_{S'},\qquad \sum_{S\in\mathcal L}c_S=1, \tag{5}$$
and they are the only coefficients on $\mathcal L$ that count every covered interaction once.

*Proof.* Each $S\in\mathcal L$ is covered, so $N(S)=1$; separating the term $S'=S$ gives the first relation. It fixes the coefficients one after another from the largest sets downwards, hence uniquely. The empty set lies in every group, so $N(\varnothing)=1$, which is the sum rule. ∎

The recursion also gives a second proof of the counting. For covered $T$, let $\bar T$ be the intersection of all groups containing $T$. If $S\in\mathcal L$ contains $T$, then every group whose intersection forms $S$ contains $T$, hence contains $\bar T$, and so $S\supseteq\bar T$. The converse is clear because $\bar T\supseteq T$. The sums for $T$ and $\bar T$ in (4) have the same terms, and $N(T)=N(\bar T)=1$. Repeated groups do no harm, since they leave $\mathcal L$ and (5) unchanged.

For the three pentane fragments, (5) gives $+1$ for 123, 234 and 345. The set 23 lies in two of them, so $c_{23}=1-2=-1$, and likewise $c_{34}=-1$. Carbon 3 lies in all five sets, so $c_3=1-(3-2)=0$. This repairs the faulty subtraction of the opening.

The coefficients also govern numerical noise. If each subsystem energy has an error of at most $\eta$, the sum has an error of at most $\eta\sum_S|c_S|$.

The count, the recursion, the sum rule and (3) were tested in 60 combinations of random covers and orders, with random functions $E(S)$.

## The ordinary expansion

**Corollary 1.** Let the fragments be disjoint and not empty, and write $F_K=\bigcup_{i\in K}F_i$. With the increments $\Delta(K)=\sum_{L\subseteq K}(-1)^{|K|-|L|}E(F_L)$,
$$E^{(n)}=\sum_{|K|\le n}\Delta(K). \tag{6}$$
For $n<M$, the coefficient of each union of $m\le n$ fragments is
$$c_m=(-1)^{n-m}\binom{M-m-1}{n-m}. \tag{7}$$

*Proof.* Let $X(L)$ be the sum of $\varepsilon(T)$ over all $T$ that have units in every fragment of $L$ and in no other. Lemma 1 gives $E(F_K)=\sum_{L\subseteq K}X(L)$. Lemma 1 applied to fragments as units gives $E(F_K)=\sum_{L\subseteq K}\Delta(L)$. Both relations determine their terms successively from small $K$ to large, so $X=\Delta$. A set $T$ is covered if and only if it touches at most $n$ fragments, and (3) becomes (6).

Now fix $L$ with $|L|=m$. It enters $\Delta(K)$ with sign $(-1)^{k-m}$ for each $K\supseteq L$ of size $k$, and there are $\binom{M-m}{k-m}$ such $K$. With $j=k-m$, $N=M-m\ge1$ and $J=n-m$,
$$c_m=\sum_{j=0}^{J}(-1)^j\binom Nj=\sum_{j=0}^{J}(-1)^j\left[\binom{N-1}{j}+\binom{N-1}{j-1}\right].$$
The second binomial of each term cancels the first of the preceding term. What remains is $(-1)^J\binom{N-1}{J}$, which is (7). ∎

For $n=2$ this reads
$$E^{(2)}=\sum_{i<j}E(F_i\cup F_j)-(M-2)\sum_iE(F_i)+\binom{M-1}{2}E(\varnothing).$$
When $E(\varnothing)=0$, it is the familiar $\sum_iE_i+\sum_{i<j}(E_{ij}-E_i-E_j)$, since each $E_i$ then has weight $1-(M-1)$. For six fragments the coefficients are $1$, $-4$ and $10$.

## Chains and molecular caps

**Corollary 2.** Suppose the fragments can be ordered so that those containing any given unit have consecutive indices. Then
$$E^{(1)}=\sum_{i=1}^{M}E(F_i)-\sum_{i=1}^{M-1}E(F_i\cap F_{i+1}). \tag{8}$$

*Proof.* The indices of the fragments containing a covered, non-empty $T$ are the common part of several consecutive runs, and so form a run themselves, of length $r\ge1$. Then $T$ lies in $r$ fragments and $r-1$ neighbouring intersections, and its weight in (8) is $r-(r-1)=1$. For $T=\varnothing$ the weight is $M-(M-1)=1$. An uncovered $T$ has weight 0. These are the weights in (3). ∎

Molecular fractionation with conjugate caps is a case of this. Divide a chain into disjoint pieces $A_k$, and cap each piece with parts of its neighbours:
$$F_k=L_k\cup A_k\cup R_k,\qquad L_k\subset A_{k-1},\quad R_k\subset A_{k+1}.$$
A unit of $A_k$ belongs to $F_k$ and possibly to $F_{k-1}$ or $F_{k+1}$, so the indices are consecutive. Within $A_k$, the fragments $F_k$ and $F_{k+1}$ share $L_{k+1}$; within $A_{k+1}$ they share $R_k$; elsewhere they share nothing. Therefore
$$E^{(1)}=\sum_kE(F_k)-\sum_kE(L_{k+1}\cup R_k),$$
where the subtracted species are the joined caps.

A closed ring is different. Take six sites and the six neighbouring pairs as fragments. Each site lies in two pairs and one intersection, so the weights $+1$ and $-1$ are right for it. But the empty set would have weight $6-6=0$, and the sum rule demands $c_\varnothing=1$.

## Hydrogen caps

When a fragment boundary cuts a single covalent bond, let a hydrogen atom replace the missing partner. For a bond between units $a$ and $b$ with $a\in S$ and $b\notin S$, place the cap at a position fixed by $a$ and $b$ alone. The capped energy is then a function of $S$, and the theorem holds for it. No bond of $U$ is cut, so $E(U)$ is the energy of the real molecule.

**Corollary 3.** The weighted number of caps left on $a$ in the direction of $b$ is 0 if some group contains both units, and 1 otherwise.

*Proof.* Write $[\,\cdot\,]$ for 1 if the statement is true and 0 if not. Since $[a\in S,\,b\notin S]=[a\in S]-[a\in S,\,b\in S]$,
$$\sum_Sc_S[a\in S,\,b\notin S]=N(\{a\})-N(\{a,b\})=1-N(\{a,b\}),$$
because the fragments cover $a$. By the theorem, $N(\{a,b\})$ is 1 if the pair is covered and 0 if not. ∎

Each uncovered bond thus leaves two hydrogens, one on either side. If the fragments overlap so that every bond lies inside at least one of them, no surplus caps remain at first order; disjoint fragments joined by bonds need $n\ge2$. Cancellation of the caps as atoms does not make their energetic effects vanish: $\varepsilon(T)$ now belongs to the capped energy function and contains interactions between caps.

## Embedding and the empty set

Let polarisable sites carry permanent dipoles $\mu_i$ and polarisability $\alpha$. In atomic units, with $\hat r$ the unit vector between sites $i$ and $j$ at distance $r$, the dipole tensor is $T_{ij}=(3\hat r\hat r^{\mathsf T}-1)/r^3$, with $T_{ii}=0$. For induced dipoles $p$ in a permanent field $F$, the energy to be minimised is
$$W(p)=\tfrac12\,p\cdot(\alpha^{-1}-T)p-p\cdot F.$$
For positive definite $\alpha^{-1}-T$, the minimum obeys $(\alpha^{-1}-T)p=F$. Inserting this gives $W=\tfrac12p\cdot F-p\cdot F=-\tfrac12F\cdot p$.

In the embedded version, all permanent dipoles are always present, and only the sites in $S$ respond:
$$E(S)=V-\tfrac12F_S\cdot(\alpha^{-1}-T_S)^{-1}F_S,\qquad V=-\tfrac12\sum_{i\ne j}\mu_i\cdot T_{ij}\mu_j .$$
The full energy is the same as in vacuum, but $E(\varnothing)=V\neq0$. For small $\alpha$, the inverse is $\alpha\sum_{p\ge0}(\alpha T_S)^p$. The term of order $\alpha^{p+1}$ links at most $p+1$ responding sites, and the field at each site does not depend on $S$. An interaction of $k$ sites therefore begins no earlier than $\alpha^k$. In vacuum the field itself comes from the members of $S$. The energy $-\tfrac12\alpha F_i^2$ then contains products of fields from two other sites, a three-site interaction of order $\alpha$.

For single sites, the first uncovered interactions have $n+1$ sites. The leading powers of the error should be 2 and 3 for embedded $n=1$ and $n=2$, and 1 for vacuum $n=2$. Halving a small $\alpha$ gives 2.01, 3.02 and 1.02.

As a numerical case, take six sites evenly spaced on a ring of radius $6\,a_0$, with $\alpha=10\,a_0^3$ and dipoles of $0.7\,ea_0$. The dipoles point along the ring, tilted by 30° alternately up and down. The full energy is $-29.098$ mEh, of which $V=-23.919$ mEh is permanent and $-5.179$ mEh is induction. Errors, approximation minus full energy, are in mEh:

| fragments | n | vacuum | embedded |
|---|---|---|---|
| sites | 1 | 29.098 | 0.956 |
| sites | 2 | 3.285 | 0.116 |
| sites | 3 | 0.343 | 0.012 |
| pairs | 1 | 5.979 | 0.226 |
| pairs | 2 | 0.109 | 0.004 |

The first vacuum entry is the whole energy with its sign reversed, because an isolated site has energy zero in this model. Embedding puts the permanent interactions and the permanent fields into every term, so that only mutual induction is truncated. First-order pairs are less accurate here than second-order sites: they cover the six neighbouring pairs, while the latter cover all fifteen.

If the empty set is dropped from the embedded first-order pair expansion, its error becomes $0.226-(-23.919)=24.145$ mEh. The term with no responding site is thus indispensable here.

## Pentane

The units are the five carbons of all-anti pentane with their hydrogens. Bond lengths are 1.53 Å (C–C) and 1.09 Å (C–H), and all angles are tetrahedral. Caps are placed like real hydrogens, so a capped run of $k$ carbons is an ideal alkane with an energy $E_k$ that does not depend on its place in the chain. The level is RHF/STO-3G. Electron correlation, larger basis sets and relaxation are left out, and errors refer to the full calculation at this same level, $E_5=-194.043175$ Eh.

For windows of $w$ consecutive carbons, (8) becomes $(6-w)E_w-(5-w)E_{w-1}$. With $w=3$,
$$3(-116.88477543)-2(-78.30535964)=-194.04360701\ \text{Eh}$$
with an error of $-0.432$ mEh ($-1.13$ kJ/mol). For $w=2$ the error is $+1.837$ mEh ($+4.82$ kJ/mol), and for $w=4$ it is $-0.030$ mEh ($-0.08$ kJ/mol). Two of the three totals lie below the full RHF energy, so the expansion gives no variational bound.

The change of sign can be traced. Let $\delta_k=E_k-2E_{k-1}+E_{k-2}$. By Lemma 1, this is the sum of all interactions in a run of $k$ carbons that involve both its ends: subtracting the two shorter runs removes every other interaction, and adding the common interior corrects the double removal. A window of $w$ misses the longer spans, and five carbons contain $6-k$ runs of length $k$, so
$$\text{error}(w)=-\sum_{k=w+1}^{5}(6-k)\,\delta_k .$$
The energies give $\delta_3=-0.756$, $\delta_4=+0.201$ and $\delta_5=+0.030$ mEh. Thus $w=4$ has the error $-\delta_5$, $w=3$ has $-(2\delta_4+\delta_5)=-0.432$, and in $w=2$ the negative $3\delta_3$ outweighs the rest. If all $\delta_k$ with $k>w$ vanished, the windows would reproduce the full energy. The minimal basis is not converged for such small differences. In 6-31G, $\delta_3$, $\delta_4$ and $\delta_5$ are $-1.852$, $+0.510$ and $+0.088$ mEh, and the window errors are $+4.45$, $-1.11$ and $-0.088$ mEh: the same signs, but two to three times larger.

Disjoint fragments 12 and 345 leave the predicted two hydrogens. Their error is $-1.147$ Eh, close to the energy of H₂ at 0.71 Å, $-1.118$ Eh. The remaining $-0.029$ Eh is the energy change, at these fixed geometries, of pentane + H₂ → ethane + propane (in 6-31G it is $-0.035$ Eh).

The second-order expansion of the two-carbon windows contains a severe case. Its collected form is
$$E^{(2)}=E_{1234}+E_{2345}+E_{1245}-E_{234}-E_{124}-E_{245}+E_{24},$$
where the subscripts now list the carbons present. In the last set, and in 124, 245 and 1245, carbon 3 is missing, and the caps on carbons 2 and 4 come within 0.72 Å of each other. The resulting interaction $\varepsilon(\{2,4\})$ is $+0.193$ Eh ($+0.169$ Eh in 6-31G). The four clashing sets have weights $+1-1-1+1=0$, so this pair clash cancels among them. In the complete expansion it is counted once, through 1234, 2345 and 234. There it is accompanied by the three-carbon interaction:
$$\varepsilon(\{2,4\})+\varepsilon(\{2,3,4\})=\delta_3=-0.756\ \text{mEh}.$$
The huge pair term is largely an artefact of the caps, and it is almost wholly undone once carbon 3 is present. A scheme that kept the first and omitted the second would fail badly.

The error of this second-order result is $-0.007$ mEh ($-0.02$ kJ/mol), smaller than that of the four-carbon windows. The two differ by
$$E_{1245}-E_{124}-E_{245}+E_{24}=+0.023\ \text{mEh},$$
the interactions within 1245 that involve both end carbons. These contain real end-to-end effects together with changes in the cap clash, which the calculation does not separate. The small final error is therefore a result for this molecule and level, and gives no assurance that clashing caps are harmless elsewhere. Already in 6-31G the difference grows to $+0.190$ mEh and the second-order error to $+0.102$ mEh, larger in size than the $-0.088$ mEh of the four-carbon windows. The ring and STO-3G totals and errors, from which the other values here follow, are listed in the numerical output below.

## Computed values

```
random cover/order cases tested: 60
ring: sites 6  radius 6.0 a0
ring: dipole 0.7 e a0, polarisability 10.0 a0^3
ring: dipole tilt out of plane 30 deg
ring full energy: -29.09764 mEh
ring embedded E(empty): -23.91893 mEh
errors in mEh: vacuum, embedded
 single sites, n=1: 29.097636, 0.956048
 single sites, n=2: 3.285329, 0.116138
 single sites, n=3: 0.343050, 0.012230
 single sites, n=4: 0.029676, 0.001071
 neighbour pairs, n=1: 5.978704, 0.226371
 neighbour pairs, n=2: 0.109243, 0.003845
single sites n=2, c for 0,1,2 sites: 10 -4 1
neighbour pairs n=1, c for 0,1,2 sites: 1 -1 1
pairs n=1 embedded, empty set dropped: 24.14531 mEh
power of alpha in error, vacuum n=2: 1.019
power of alpha in error, embedded n=1: 2.014
power of alpha in error, embedded n=2: 3.019
pentane: C-C 1.53 A, C-H 1.09 A, tetrahedral angles
pentane full RHF/STO-3G: -194.04317531 Eh
 capped carbons 1..1: -39.72670005 Eh
 capped carbons 1..2: -78.30535964 Eh
 capped carbons 1..3: -116.88477543 Eh
 capped carbons 1..4: -155.46399025 Eh
windows of 2: -194.04133842 Eh
  error 1.83689 mEh = 4.8228 kJ/mol
windows of 3: -194.04360701 Eh
  error -0.43170 mEh = -1.1334 kJ/mol
windows of 4: -194.04320507 Eh
  error -0.02976 mEh = -0.0781 kJ/mol
disjoint 12 + 345: surplus hydrogens 2
  error -1.146960 Eh; H2 at 0.71 A: -1.117501 Eh
two-carbon windows, n=2, coefficients:
  24:+1 124:-1 234:-1 1234:+1 245:-1 1245:+1 2345:+1
  closest caps in 24: 0.7185 A
  interaction of capped 2 and 4: 0.192988 Eh
  n=2 error -0.00670 mEh = -0.0176 kJ/mol
```
